Optical-phonon energy loss in one two-dimensional subband and its equilibrium zero

An energy-balance calculation of hot electrons in a thin channel needs a cooling term, and that term can be right only if two choices are made correctly: which temperature enters the phonon occupation, and whether phonon absorption is subtracted. If absorption is left out, the electrons go on losing energy to a lattice at their own temperature. If the electron temperature is put into the phonon occupation as well as into the electron distribution, the cooling term vanishes at every temperature. The theorem below settles both choices for a phonon whose coupling does not depend on wavevector.

**Assumptions and notation**

(A1) The electrons occupy one subband with parabolic in-plane energy E = ħ²k²/(2m), measured from the subband edge. The real envelope ζ(z) is normalized, ∫ζ² dz = 1. Each state is

ψ(r,z) = A^(−1/2) exp(i k·r) ζ(z),

where A is the area, and k and r are in-plane vectors.

(A2) The phonons are bulk-like, have one frequency ω, and are in equilibrium at the lattice temperature T_L. Their occupation is

N = 1/[exp(ħω/k_B T_L) − 1].

(A3) The interaction is D u, where u is the lattice displacement and D is a constant deformation field, an energy per length. Spin is conserved. There are Z equivalent final valleys with the same mass and envelope.

(A4) The electrons are nondegenerate and have a Maxwell-Boltzmann distribution at temperature T_e, without drift.

(A5) Scattering is weak enough for the golden rule with sharp energy conservation.

Write x_L = ħω/(k_B T_L) and x_e = ħω/(k_B T_e). Let P be the mean net energy passed from one electron to the phonons per unit time, counted positive for a loss by the electron.

**Theorem.** Under (A1) to (A5),

P = ħω Γ₀ [(N+1) exp(−x_e) − N]
 = ħω Γ₀ N [exp(x_L − x_e) − 1],

Γ₀ = Z D² m F/(2ħ²ρω), F = ∫ζ⁴ dz,

where ρ is the mass density. P has the sign of T_e − T_L, and for a Maxwellian it vanishes at T_e = T_L and at no other electron temperature.

**Lemma 1 (overlap).** Let I(q_z) = ∫ζ²(z) exp(i q_z z) dz. Then

∫ |I(q_z)|² dq_z/(2π) = F.

Proof. Write the square as a double integral and do the q_z integral first:

∫ (dq_z/2π) ∫∫ ζ²(z) ζ²(z′) exp[i q_z(z−z′)] dz dz′
 = ∫∫ ζ²(z) ζ²(z′) δ(z−z′) dz dz′
 = ∫ζ⁴ dz. ∎

An intervalley transition may need an extra wavevector K along z, which replaces I(q_z) by I(q_z+K). Since the integral runs over all q_z and the coupling is constant, the shift leaves F unchanged. The lattice-periodic parts of the wavefunctions are absorbed in D.

For a well of width W with hard walls, ζ² = (2/W) sin²(πz/W). The mean of sin⁴ over the well is 3/8, so

F = (4/W²)(3W/8) = 3/(2W).

A narrower well therefore scatters more strongly: its electrons couple to phonons over a wider range of q_z.

**Lemma 2 (rates).** An electron of energy E absorbs a phonon at the rate Γ₀N. It emits one at the rate Γ₀(N+1) if E > ħω, and cannot emit if E < ħω.

Proof. In a volume V = A L_z, one phonon mode is an oscillator of mass ρV. Its displacement operator has the amplitude √[ħ/(2ρVω)], multiplied by √N for absorption and √(N+1) for emission. The in-plane integral of the plane waves gives conservation of in-plane wavevector, and the z integral gives I(q_z). For absorption,

|M|² = [ħD²/(2ρVω)] N |I(q_z)|².

For each final k′ the in-plane phonon wavevector is fixed, while q_z is free. By Lemma 1,

Σ over q_z of |I(q_z)|² = L_z ∫ |I(q_z)|² dq_z/(2π) = L_z F.

The sum over final electron states at fixed spin is

Σ over k′ → A ∫ d²k′/(2π)² = A ∫ [m/(2πħ²)] dE′,

because d²k′ = 2πk′dk′ and k′dk′ = m dE′/ħ². This density of states does not depend on energy. The golden rule gives

rate = Z (2π/ħ) [ħD²N/(2ρAL_zω)] (L_z F) [A m/(2πħ²)]
 = N Z D² m F/(2ħ²ρω) = NΓ₀.

The volume factors and 2π cancel. Emission has N+1 in place of N and the final energy E − ħω, which must not be negative. This restriction is the step at ħω. ∎

**Lemma 3 (general balance).** Let φ be the fraction of electrons with E > ħω. For any nondegenerate distribution in the subband,

P = ħω Γ₀ [(N+1)φ − N].

Proof. Every electron absorbs at the rate NΓ₀, while the fraction φ emits at the rate (N+1)Γ₀. Each event transfers ħω. ∎

**Proof of the theorem.** With a constant density of states, the normalized Maxwellian in energy is exp(−E/k_B T_e)/(k_B T_e). Hence

φ = ∫ from ħω to ∞ of exp(−E/k_B T_e) dE/(k_B T_e) = exp(−x_e).

Inserting this in Lemma 3 gives the first form of P. From the definition of N,

N + 1 = exp(x_L)/[exp(x_L) − 1] = N exp(x_L).

Substitution gives the second form. The factor ħωΓ₀N is positive, so P has the sign of x_L − x_e, where

x_L − x_e = (ħω/k_B)(T_e − T_L)/(T_e T_L).

This is zero at T_e = T_L alone. ∎

The two temperatures have separate origins. T_L enters through the phonons that are available, and T_e through the electrons that have enough energy to emit. If N were evaluated at T_e, the second form would contain exp(x_e − x_e) − 1 = 0, and the electrons would never cool.

**Proposition 1 (balance for each wavevector).** At T_e = T_L, emission and absorption cancel separately for every in-plane phonon wavevector Q.

Proof. Let k∥ be the component of k along Q. Emission takes k to k − Q, and energy conservation requires

ħ²(2k∥Q − Q²)/(2m) = ħω, so k∥ = a = mω/(ħQ) + Q/2.

Absorption takes k to k + Q and requires

ħ²(2k∥Q + Q²)/(2m) = ħω, so k∥ = b = mω/(ħQ) − Q/2.

The energy delta function contributes the same factor m/(ħ²Q) in both cases. The Maxwellian weights at a and b differ through

a² − b² = (a − b)(a + b) = Q · 2mω/(ħQ) = 2mω/ħ.

Their ratio is therefore exp[−ħ²(a² − b²)/(2m k_B T_e)] = exp(−x_e), whatever the value of Q. The net flow into this wavevector is proportional to (N+1)exp(−x_e) − N, which vanishes at T_e = T_L. ∎

Summing over Q gives a second road to P, in which the electron scattering rates of Lemma 2 are never used. For the example below, a numerical integral over Q gives 28.028 meV/ps, the same as the theorem to the printed digits.

**Remark 1 (zero loss does not prove equilibrium).** By Lemma 3, P = 0 requires only φ = N/(N+1) = exp(−x_L). It says nothing about how the electrons are distributed above or below ħω. To see the consequence, take the ladder of energies ε + nħω with 0 < ε < ħω and populations p_n. Lemma 2 gives

dp₀/dt = Γ₀[(N+1)p₁ − Np₀],
dp_n/dt = Γ₀[Np_(n−1) + (N+1)p_(n+1) − (2N+1)p_n], n ≥ 1.

The thermal populations at T_L satisfy (N+1)p_(n+1) = Np_n, and every derivative vanishes. Now put p₀ = 1 − r and p₂ = r with r = exp(−x_L), and leave the other levels empty. The fraction above ħω is r, so P = 0. Yet

dp₁/dt = Γ₀[N(1−r) + (N+1)r] = Γ₀N(2 − r),

where (N+1)r = N was used. For the example's phonon at 300 K this is 0.19 Γ₀. The distribution changes quickly although, at that instant, its mean energy does not. A vanishing energy loss is a test of equilibrium within the Maxwellian family, not outside it.

**Remark 2 (what keeps the distribution Maxwellian).** Insert p_n ∝ exp(−nx_e) in the ladder equations. For n ≥ 1,

(dp_n/dt)/(Γ₀p_n) = N exp(x_e) + (N+1)exp(−x_e) − (2N+1)
 = [exp(x_e) − 1][N − (N+1)exp(−x_e)].

This is the same for all n ≥ 1. A Maxwellian whose temperature changes would instead need d(ln p_n)/dt to vary linearly with n, with a nonzero slope. So for T_e ≠ T_L this phonon alone does not preserve the Maxwellian form. Assumption (A4) relies on another process, such as electron-electron scattering, to restore it. The theorem gives the instantaneous loss of a Maxwellian, and an energy-balance equation built on it inherits that assumption.

**Proposition 2 (limits).**

Near equilibrium, expand the exponential in the second form to first order in T_e − T_L:

P ≈ ħωΓ₀N · ħω(T_e − T_L)/(k_B T_L²)
 = k_B(T_e − T_L)/τ, with 1/τ = Γ₀N x_L².

The mean energy of a nondegenerate two-dimensional electron is k_B T_e, so τ is the relaxation time of the excess energy while the distribution stays Maxwellian.

For a cold lattice, N → 0 and

P → ħωΓ₀ exp(−x_e).

Absorption has disappeared, and the loss is controlled by the thermal tail above ħω.

For very hot electrons, exp(−x_e) ≈ 1 − x_e and

P ≈ ħωΓ₀[1 − (N+1)x_e] → ħωΓ₀.

Nearly every electron can now emit. The stimulated part of emission cancels absorption, which leaves the spontaneous rate Γ₀. This is a formal limit of the model, since a real subband does not stay parabolic and isolated at such energies.

Between these limits the slope is

dP/dT_e = ħωΓ₀(N+1) exp(−x_e) ħω/(k_B T_e²) > 0.

Setting the derivative of exp(−x_e)/T_e² to zero gives x_e = 2. The loss therefore rises most steeply at T_e = ħω/(2k_B), whatever the lattice temperature. ∎

**Remark 3 (Pauli blocking keeps the zero).** With Fermi occupation f(E), emission from E + ħω to E carries the factor f(E+ħω)[1−f(E)], and the reverse absorption carries f(E)[1−f(E+ħω)]. Since f/(1−f) = exp[(μ−E)/k_B T_e], where μ is the chemical potential,

f(E+ħω)[1−f(E)] = exp(−x_e) f(E)[1−f(E+ħω)].

Each pair of energies then contributes a positive factor times (N+1)exp(−x_e) − N. Degeneracy changes the size of P but neither its sign nor its equilibrium zero. An energy-dependent density of states also multiplies both directions of a pair by the same factor, so nonparabolicity keeps the zero too.

**Example: a 3 nm silicon film**

Consider the lowest unprimed subband of a (100) silicon film between oxides. The phonon is the g-type intervalley phonon, which takes an electron to the opposite valley of the same pair, so Z = 1. The inputs are rough typical values: W = 3.0 nm, m = 0.19 m₀ with m₀ the free-electron mass, ħω = 62.0 meV, D = 1.10×10⁹ eV/cm and ρ = 2.33 g/cm³. The lattice is at 300 K and the electrons are at 400 K, with a density of 1.0×10¹¹ cm⁻².

The overlap is F = 3/(2 × 3.0 nm) = 0.50 nm⁻¹. Writing ħ²ω as ħ(ħω),

Γ₀ = (1.10×10⁹ eV/cm)² (0.19 m₀)(0.50 nm⁻¹)
 / [2ħ (2.33 g/cm³)(62.0 meV)]
 = 5.506 ps⁻¹.

The lattice gives x_L = 2.398 and N = 0.100, and the electrons give exp(−x_e) = exp(−1.799) = 0.1655. The two energy flows per electron are

emitted: 62.0 meV × 5.506 ps⁻¹ × 1.100 × 0.1655 = 62.15 meV/ps,
absorbed: 62.0 meV × 0.550 ps⁻¹ = 34.12 meV/ps.

Their difference is P = 28.03 meV/ps, or about 4.5 nW per electron. Counting emission alone would overstate the loss by a factor of 2.2, and at T_e = 300 K it would give 34 meV/ps where the net loss is zero.

The rates of Lemma 2 were also tested by direct summation over states in a box of 1 μm × 1 μm × 20 nm, with the energy delta function replaced by a Gaussian of standard deviation 2 meV. Absorption from 20 meV gave 0.550 ps⁻¹ and emission from 100 meV gave 6.057 ps⁻¹, equal to Γ₀N and Γ₀(N+1) to the printed digits.

With the lattice held at 300 K, P is −13.0 meV/ps at T_e = 250 K, 13.9 at 350 K, 54.9 at 500 K and 79.1 at 600 K. The negative value means that colder electrons are heated by the lattice. Even at 600 K the loss is far below the hot limit ħωΓ₀ = 341 meV/ps.

The relaxation time near equilibrium is

τ = 1/(5.506 ps⁻¹ × 0.100 × 2.398²) = 0.316 ps.

At 400 K the ratio k_B(T_e−T_L)/P is 0.3075 ps, only slightly shorter. Proposition 2 explains the direction of the change: the slope is largest at T_e = x_L T_L/2 ≈ 360 K, so the loss first steepens above 300 K. In this range the linear law is accurate to about 3 % of P.

**What the assumptions cost**

The following changes are relative to P at T_e = 400 K, each taken alone.

Pauli blocking changes P by −0.2 % at this density. A density of states rising as 1 + 2αE, with α = 0.5 eV⁻¹, changes it by +9.8 %.

With hard walls and parabolic confinement, the second subband lies 137 meV above the first, and the primed ladder begins 174 meV above it. Together they hold 4.5 % of the electrons but change P by +11.7 %. Electrons in the second subband can emit into the first from any in-plane energy, because 137 meV exceeds ħω. In the primed subband the larger density-of-states mass raises the scattering rate. Hard walls overstate these spacings. A finite oxide barrier of about 3 eV lets the light-mass primed state spread into the oxide and brings its offset down to roughly 95 to 120 meV, depending on the mass assumed in the oxide. The upper subbands then hold some 15 to 25 % of the electrons, and their effect on P is more than twice the hard-wall value.

If emitted phonons live for 3 ps, a rough value, and are spread evenly over the modes that typical electrons can reach, their accumulation lowers P by roughly 3 to 7 %, as the number of modes across the film that share them goes from two to one. At fixed T_e, extra phonons reduce the loss because

∂P/∂N = −ħωΓ₀[1 − exp(−x_e)] < 0.

If N is allowed to depart from its lattice value, the zero moves to the point where N equals the Bose occupation at T_e.

The Maxwellian form is itself an assumption. At this low density, electron-electron scattering may be too slow to refill the tail that phonon emission empties. The loss is sensitive to this: by Lemma 3, a fraction φ that is 1 % too small lowers P by 2.2 %.

Collision broadening is less easily turned into a percentage. This phonon alone gives an energy width ħΓ₀(N+1) of 4.0 meV, against k_B T_e = 34.5 meV, but every scattering process contributes. The mobility of 300 cm²/(V s) used below corresponds to a momentum relaxation time of about 32 fs, and so to a width of about 20 meV. The emission threshold is then blurred over a range comparable with the thermal energy, and the sharp energy conservation of (A5) is only a rough approximation in such a film.

**The real film.** The assumption that matters most here is that one phonon branch carries the heat. In a film between oxides, electrons also couple to the electric field of the oxide's surface phonons. A golden-rule estimate with rough dielectric constants, surface modes at 60 and 140 meV, and two independent unscreened interfaces gives about 35 meV/ps, somewhat more than P itself. In a film this thin the fields of the two interfaces interact, and this coupling raises the figure by some tens of per cent. The other channels are smaller: acoustic phonons add 3.2 % of P, weaker g-type phonons 1.8 %, and f-type phonons, which lead to valleys on other axes, 4.5 %. The f-type share depends exponentially on the primed offset and uses its hard-wall value; with a finite barrier it is several times larger. The sum is 66 meV/ps. On these figures P is about 40 % of the film's cooling power. Interface coupling and a finite barrier both raise the other channels, so the share is probably smaller and the sum larger, and P must not be used as the whole. The electron density is also low: strong inversion reaches roughly 10¹³ cm⁻², where the small Pauli correction found here no longer applies.

The summed loss also shows what field would hold the electrons at 400 K. Joule heating per electron is eμ_e𝓔², where e is the elementary charge, μ_e the mobility and 𝓔 the field. With a rough mobility of 300 cm²/(V s),

𝓔 = √[66 meV/ps / (e × 300 cm²/(V s))] ≈ 15 kV/cm,

and the drift velocity is about 4.4×10⁶ cm/s. Replacing the Maxwellian by one that drifts at this speed, with T_e defined in the moving frame, changes P by +12.4 %. By Lemma 2 the absorption rate is the same for every electron, so the whole change lies in emission. Emission is 2.2 times P and need rise by only 5.6 % to produce it. At a fixed drift speed this amplification becomes stronger as T_e approaches T_L, where P is a small difference of two large flows. If the field is only as strong as needed to hold T_e, however, v_d² at fixed mobility falls in proportion to the summed loss, so the percentage correction need not grow.

Inputs of these estimates that are not stated here are given in the program.

Calculated quantities

```
INPUTS (rough typical silicon values)
film width 3.0 nm, in-plane mass 0.19 m0
phonon energy 62.0 meV, density 2.33 g/cm3
deformation field 1.10e+09 eV/cm
TL 300 K, Te 400 K, electrons 1.0e+11 cm^-2
CHANNEL UNDER STUDY
F formula 0.5000 nm^-1, Fourier 0.5000 nm^-1
G0 5.506 ps^-1, N 0.1000
hw/kTL 2.3983, hw/kTe 1.7987
fraction above hw at Te 0.1655
absorption rate 0.550, box sum 0.550 ps^-1
emission rate 6.057, box sum 6.057 ps^-1
emitted power 62.152 meV/ps per electron
absorbed power 34.125 meV/ps per electron
net P formula 28.028, phonon side 28.028 meV/ps
net P 4.491 nW per electron
P at Te = 250 K: -13.002 meV/ps
P at Te = 300 K: 0.000 meV/ps
P at Te = 350 K: 13.944 meV/ps
P at Te = 400 K: 28.028 meV/ps
P at Te = 500 K: 54.937 meV/ps
P at Te = 600 K: 79.075 meV/ps
equilibrium flow each way 34.125 meV/ps
relative equilibrium residual below 1e-9: True
hot limit hw*G0 341.4 meV/ps
relaxation time near TL 0.3159 ps
k(Te-TL)/P at Te 0.3075 ps
nonthermal zero-loss case: largest |dp/dt|/G0 0.1908
CHANGES TO THIS CHANNEL AT Te
Pauli blocking -0.2 %
nonparabolicity (0.5 per eV) +9.8 %
second subband spacing 136.8 meV
primed subband offset 174.3 meV
electrons in higher subbands 4.5 %
higher subbands change P by +11.7 %
hot phonons (3 ps lifetime) -4.5 %
drift +12.4 %
broadening hbar*G0*(N+1) 3.99 meV, kTe 34.47 meV
PARALLEL LOSS CHANNELS AT Te
acoustic 0.899 meV/ps, 3.2 % of P
weaker g-type 0.513 meV/ps, 1.8 % of P
f-type 1.272 meV/ps, 4.5 % of P
oxide surface 35.264 meV/ps, 125.8 % of P
sum of channels 65.976 meV/ps
heating field 14.83 kV/cm at 300 cm2/Vs
drift velocity 4.45e+06 cm/s
```
